Morse Bond Breaking under Abrasive Load and Failure of Bell's Law

**1. Definitions and conventions**

A surface bond is described by one coordinate x, its stretch from the unloaded length, with reduced mass μ. Its energy is the Morse function

V(x) = D(1 − e^(−ax))²

where D is the depth of the well and 1/a sets its range. An abrasive particle pulls on the bond with a tensile force F > 0, so that the total energy is

U(x) = V(x) − Fx.

The force is related to the local tensile stress σ by F = σA, where A is the area per load-bearing bond. This σ is the stress at the bond, not the nominal pressure on the polishing pad. The slurry chemistry is represented here by changed values of D and a, with μ and A held fixed for simplicity: a chemically weakened bond has a smaller D, for example. A reaction in which water attacks the loaded bond follows a different path and needs its own energy curve.

Hartree atomic units are used, with rates in s⁻¹, pulse duration in ns and the main stresses also in GPa. T is the temperature and kT the thermal energy; a rate is written r.

The term −Fx describes a dead load, a force that does not relax while the bond stretches. If the surroundings act as a spring of stiffness K, the force falls by Kx‡ over the stretch x‡ from the well to the barrier top. The dead load therefore requires Kx‡ ≪ F. An accurate rate also requires ½Kx‡² ≪ kT, because the work lost as the force falls raises the barrier by about ½Kx‡².

**2. Well, barrier top and strength**

Let y = e^(−ax), so that dy/dx = −ay. Then

V′ = 2aD y(1 − y)
V″ = 2aD(1 − 2y)(−ay) = 2a²D y(2y − 1).

The largest value of y(1 − y) is 1/4, at y = 1/2. The largest force the bond can balance is therefore

F_max = aD/2.

Define the reduced load f = F/F_max and s = √(1 − f). For 0 < f < 1 the condition V′ = F becomes

y² − y + f/4 = 0, so y± = (1 ± s)/2.

Since x = −(ln y)/a, the larger root y₊ has the smaller stretch. The curvatures follow from 2y± − 1 = ±s:

k₊ = a²D s(1 + s) > 0
k₋ = −a²D s(1 − s) < 0.

Thus y₊ is the well and y₋ the barrier top. They merge at f = 1, where the bond has no stable state left.

**3. Activation length and barrier**

The distance from well to top is

x‡ = (1/a) ln(y₊/y₋) = (1/a) ln[(1 + s)/(1 − s)] = (2/a) artanh s.

For the difference in Morse energy, use 1 − y₋ = y₊ and 1 − y₊ = y₋:

V(top) − V(well) = D(y₊² − y₋²) = D(y₊ + y₋)(y₊ − y₋) = Ds.

The load does the work Fx‡ = (f aD/2)(2/a) artanh s = D f artanh s. Subtracting it gives

ΔU = D[s − f artanh s].

At small load, 1 − s² = f allows us to write

artanh s = ½ ln[(1 + s)²/(1 − s²)] ≈ ½ ln(4/f).

With s ≈ 1 − f/2, the barrier is then

ΔU/D ≈ 1 − (f/2)[1 + ln(4/f)].

The barrier tends to D, but its slope diverges logarithmically, because the top moves away to infinite stretch. A bare Morse bond therefore has no Bell law anchored at zero load. In a solid, neighbouring atoms and rebonding change the energy at large stretch, and this one-bond model should not be used in that limit.

Near the strength s is small, and artanh s = s + s³/3 + O(s⁵). Hence

ΔU/D = s − (1 − s²)(s + s³/3) + O(s⁵) = (2/3)s³ + O(s⁵).

The barrier vanishes as (1 − f)^(3/2), not linearly. Both limits, and the general formula, were tested against stationary points found numerically.

**4. Why the barrier is convex in the load**

Let x_i be either stationary point. Its energy changes with force as

d[V(x_i) − Fx_i]/dF = [V′(x_i) − F] dx_i/dF − x_i = −x_i,

because the bracket is zero. Taking the top minus the well gives

dΔU/dF = −x‡.

Differentiating V′(x_i) = F gives dx_i/dF = 1/V″(x_i). The well moves outwards and the top moves inwards, so x‡ shrinks:

d²ΔU/dF² = 1/k₊ − 1/k₋ = 1/k₊ + 1/|k₋|.

Inserting the curvatures,

d²ΔU/dF² = (1/(a²Ds)) [1/(1 + s) + 1/(1 − s)] = 2/(a²D f s) > 0.

This positive curvature is what a linear barrier reduction leaves out. In terms of stress, dΔU/dσ = −Ax‡, so the activation volume Ax‡ also falls as the load rises.

**5. The breaking rate**

Assume thermal equilibrium in the well, ΔU ≫ kT, and no return after crossing the top. The mean outward velocity, counting inward motion as zero, is

∫₀^∞ v √(μ/(2πkT)) e^(−μv²/(2kT)) dv = √(kT/(2πμ)).

The rate is this velocity times the probability density at the top:

r = √(kT/(2πμ)) e^(−U(top)/kT) / ∫ e^(−U(x)/kT) dx,

with the integral taken over all x below the top. For a deep well, expand U to second order about its minimum. The integral becomes e^(−U(well)/kT) √(2πkT/k₊), and the factors of kT cancel:

r = (1/2π)√(k₊/μ) e^(−ΔU/kT)
r = (a/2π)√(D s(1 + s)/μ) exp{−D[s − f artanh s]/kT}.

With f = σA/F_max this is the stress-dependent breaking rate. The load lowers the barrier and also softens the well, which lowers the attempt frequency. Friction is absent from this expression and can only lower the classical rate: strong friction causes recrossing, and weak friction fails to keep the population near the top in equilibrium. The expression is therefore an upper bound to the classical rate.

Quantum corrections can be estimated harmonically. Let u = ħω/kT for the well and u_t = ħ|ω_t|/kT for the inverted top. The classical well has partition function 1/u and the quantum well 1/[2 sinh(u/2)]. Their ratio multiplies the rate by

sinh(u/2)/(u/2).

This factor exceeds one because the zero-point energy raises the starting level. For the top, the standard transmission of a parabolic barrier is 1/(1 + e^(−2πE/ħ|ω_t|)), with E measured from the top. Put ε = E/kT, c = 2π/u_t and w = e^(cε). The thermal average is

∫ e^(−ε)/(1 + e^(−cε)) dε = (1/c)∫₀^∞ w^(−1/c)/(1 + w) dw = (π/c)/sin(π/c).

The first integral runs over all ε, from −∞ to ∞. The result is (u_t/2)/sin(u_t/2), valid for u_t < 2π.

**6. Bell's law as a tangent**

Choose a reference load f₀ and write s₀ = √(1 − f₀). The linear barrier that has the correct value and slope there is

ΔU_B = ΔU(F₀) − x‡(F₀)(F − F₀).

In reduced variables, x‡(F₀)(F − F₀) = D(f − f₀) artanh s₀, so

ΔU_B = D[s₀ − f₀ artanh s₀ − (f − f₀) artanh s₀] = D[s₀ − f artanh s₀].

Two consequences can be read off. Extrapolation to zero load gives an apparent barrier Ds₀, smaller than D. The line also reaches zero at

f_B = s₀/artanh s₀ < 1,

since artanh s₀ > s₀. The linear law thus predicts barrierless breaking below the true strength.

The barrier error is

δ = ΔU − ΔU_B = D[s − s₀ − f(artanh s − artanh s₀)].

Its sign follows from Taylor's formula with the remainder as an integral:

δ = ∫ (F − F′) [d²ΔU/dF′²] dF′, from F₀ to F.

For F > F₀ the integrand is positive. For F < F₀ the factor F − F′ is negative and the direction of integration is reversed, so δ is again positive. The tangent lies below the true barrier on both sides of F₀.

A Bell rate that also keeps the attempt frequency fixed at f₀ satisfies

r_B/r = √{s₀(1 + s₀)/[s(1 + s)]} e^(δ/kT).

Above f₀ both factors exceed one. Just below f₀ the square root is less than one by a term linear in f₀ − f, whereas δ is quadratic, so the fixed-frequency law can slightly underestimate the rate there.

**7. When the linear reduction fails**

Accept a barrier error up to ηkT. Near f₀, with F − F₀ = (aD/2)(f − f₀),

δ ≈ ½ · 2/(a²D f₀s₀) · (aD/2)²(f − f₀)² = D(f − f₀)²/(4f₀s₀).

The linear law is then adequate for

|f − f₀| < 2√(η(kT/D) f₀s₀).

This estimate holds when the window is small compared with both f₀ and 1 − f₀. A larger D/kT narrows it in f. In force the half-width is a√(ηkT D f₀s₀), which grows with D at fixed f₀. The product f₀s₀ is largest where f₀²(1 − f₀) is largest, so 2f₀ − 3f₀² = 0 and f₀ = 2/3. Away from this load the barrier curvature is greater.

**8. A different linear law and the opposite error**

Another linear choice uses the unloaded barrier D and the stretch ln2/a at which the Morse force is greatest:

ΔU_L = D − F ln2/a = D[1 − (f/2) ln2].

Its length equals x‡ when artanh s = ½ ln2, that is, s = (2 − 1)/(2 + 1) = 1/3 and f = 8/9. The difference ΔU_L − ΔU starts at zero for f → 0, and its slope in f is D[artanh s − ½ ln2]. It therefore grows up to f = 8/9 and then falls, ending at D(1 − ½ ln2) > 0 for f = 1. So ΔU_L lies above the true barrier throughout 0 < f < 1 and gives too slow a rate, where the tangent law gives too small a barrier. The direction of a "Bell error" has no meaning until the anchor is stated.

**9. A passing abrasive particle**

Let one passage load the bond as F(t) = F_p sin(πt/T_p), for 0 < t < T_p. If the load changes slowly compared with relaxation in the well, the survival probability S obeys

dS/dt = −r(F(t)) S.

With S = 1 at the start, integration gives the breaking probability

P = 1 − e^(−H), H = ∫₀^(T_p) r(F(t)) dt.

The exponential concentrates H near the peak. With τ = t − T_p/2, the force there is F ≈ F_p[1 − π²τ²/(2T_p²)], and the slope of the barrier gives

ΔU ≈ ΔU_p + F_p x‡_p π²τ²/(2T_p²).

Holding the prefactor fixed and extending the Gaussian integral to infinity,

H ≈ r_p √(2πkT T_p²/(π²F_p x‡_p)) = r_p T_p √(2kT/(πF_p x‡_p)).

The breaking probability is thus set mainly by the rate at the peak load and by the pulse duration. A Bell law anchored at low load gives a poor value of H when the peak lies well above the window of section 7. The breaking probability hides this error if H is large under both laws, since breaking is then nearly certain either way.

**10. Worked example**

The parameters are round model values, not those of a named material: D = 0.060 hartree, a = 0.80 bohr⁻¹, μ = 50000 electron masses, A = 30 bohr² and temperature 300 K. Then kT = 0.00095 hartree and D/kT = 63.2. The strength is

F_max = 0.80 × 0.060/2 = 0.024 hartree/bohr = 1.98 nN,

which corresponds to 23.5 GPa. The Bell line is anchored at f₀ = 0.30, or 7.1 GPa, where s₀ = 0.837. Barriers are in hartree and lengths in bohr:

f = 0.10: ΔU = 0.0460, ΔU_B = 0.0429, x‡ = 4.55
f = 0.30: ΔU = 0.0284, ΔU_B = 0.0284, x‡ = 3.02
f = 0.45: ΔU = 0.0187, ΔU_B = 0.0175, x‡ = 2.39
f = 0.60: ΔU = 0.0111, ΔU_B = 0.0066, x‡ = 1.86
f = 0.70: ΔU = 0.0070, ΔU_B = −0.0006, x‡ = 1.54

The negative last value follows the false strength f_B = 0.69, or 16.3 GPa, where the true barrier is still 7.7 kT. The apparent zero-load barrier is 0.060 × 0.837 = 0.050 hartree instead of 0.060.

**The window.** Allow a factor of two from the barrier error, η = ln2. The estimated half-width at f₀ = 0.30 is 0.105. The numerical window runs from f = 0.20 to 0.41, or about 4.7 to 9.6 GPa. It reaches slightly further upwards because the barrier curvature falls with load below f = 2/3. Anchoring at f₀ = 2/3 gives a window from 0.54 to 0.80.

**The peak.** Let a 10 ns pulse peak at f = 0.60, or 14.1 GPa, outside the first window. Here s = 0.632 and ΔU = 11.7 kT. The tangent barrier is too small by 4.70 kT, which multiplies the rate by 110; the fixed attempt frequency contributes a further 1.22. The rates are

r = 4.9 × 10⁷ s⁻¹, r_B = 6.6 × 10⁹ s⁻¹,

a ratio of about 134. The law of section 8 errs the other way: its barrier is 0.060 − 0.0144 × 0.693/0.80 = 0.0475 hartree, too large by 38 kT.

**The passage.** The work term is F_p x‡_p = 0.0144 × 1.864 = 0.0268 hartree. The peak estimate is

H ≈ (4.891 × 10⁷ s⁻¹)(10⁻⁸ s) √(2 × 0.00095/(π × 0.0268)) ≈ 0.489 × 0.150 ≈ 0.073.

Direct integration also gives 0.073. This agreement is closer than the approximation guarantees. The neglected rise of the prefactor away from the peak, and the sine lying above its parabola, both raise H, while the convex barrier lowers it; these effects oppose one another.

The breaking probability per passage is 1 − e^(−0.073) ≈ 0.07. The Bell law gives H = 7.8 and a probability of 0.9996: nearly certain breaking instead of about one chance in fourteen. Its H is too large by a factor of about 106, less than the 134 at the peak. Its longer activation length narrows the effective time by √(1.864/3.025) ≈ 0.785, and 134.5 × 0.785 ≈ 106.

**Reliability of the rate.** The full anharmonic well integral lowers the harmonic rate by 1.3 % at f₀ and 2.6 % at the peak. Tests at a quarter of the temperature showed the deviation falling to less than a third, as expected for an expansion about a deep well. In the harmonic estimate, the quantum factors at the peak are 1.037 for the well and 1.008 for the top, together about 5 %. These two corrections are small beside the Bell error. The pulse spans about 6 × 10⁴ well vibrations, so loading is slow on that scale; section 9 also needs it to be slow compared with energy relaxation, which the model does not specify. Friction is not included: it lowers the rate modestly at intermediate coupling and by a factor of several or more when it is very weak or very strong. Apart from the quantum factors, the rates and probabilities above are therefore upper bounds.

The dead-load condition is more restrictive. For the rate at the peak it requires K ≪ 2kT/x‡² = 2 × 0.00095/1.864² ≈ 0.0005 hartree/bohr², less than a hundredth of the unloaded bond stiffness 2a²D = 0.077 hartree/bohr². A bond held in a stiff lattice does not meet it; the elastic energy of the surroundings must then be added to U before the barrier is found. The probabilities above belong to the compliant case. The numerical output below gives the remaining digits.

Computed values

```
well depth D = 0.060 hartree
inverse range a = 0.80 bohr^-1
reduced mass = 50000 electron masses
area per bond = 30.0 bohr^2
temperature = 300 K; kT = 0.000950 hartree
D/kT = 63.16
Fmax = 0.0240 hartree/bohr = 1.977 nN
stress at Fmax = 23.54 GPa
reference load f0 = 0.30; s0 = 0.8367
reference stress = 7.06 GPa
load f | barrier, Bell barrier (hartree) | length (bohr)
  0.10 | 0.04601, 0.04294 | 4.546
  0.30 | 0.02842, 0.02842 | 3.025
  0.45 | 0.01874, 0.01753 | 2.385
  0.60 | 0.01111, 0.00664 | 1.864
  0.70 | 0.00703, -0.00062 | 1.538
load f | rate, Bell rate (s^-1)
  0.10 | 7.271e-09, 1.679e-07
  0.30 | 7.280e-01, 7.280e-01
  0.45 | 1.783e+04, 6.919e+04
  0.60 | 4.891e+07, 6.576e+09
Bell zero-load barrier = 0.05020 hartree
Bell barrier vanishes at f = 0.6915
that stress = 16.28 GPa
true barrier there = 7.73 kT
factor-2 window at f0=0.3000: f = 0.2002 to 0.4094
  estimated half-width in f = 0.1050
factor-2 window at f0=0.6667: f = 0.5373 to 0.7960
  estimated half-width in f = 0.1300
peak load f = 0.60; s = 0.6325
peak stress = 14.12 GPa
peak barrier = 11.69 kT
Bell barrier error at peak = 4.702 kT
rate error factor from barrier = 110.2
rate error factor from prefactor = 1.220
Bell rate / harmonic rate at peak = 134.5
fixed-length (ln2/a) barrier at peak = 0.04752 hartree
  its excess over true barrier = 38.3 kT
full flux / harmonic rate at f0 = 0.9875
full flux / harmonic rate at peak = 0.9736
hbar omega/kT at peak: well 0.937, top 0.445
quantum factors at peak: well 1.0370, top 1.0083
pulse duration = 10.0 ns
well vibrations per pulse = 5.859e+04
integrated rate H = 0.07339; peak estimate = 0.07342
H from full flux = 0.07152
H from Bell law = 7.770
breaking probability per pulse = 0.07076
Bell breaking probability = 0.99958
```
